# The Collinear H3 Exchange Barrier in the Local Spin-Density Approximation

## The question

The reaction H + H$_2$ → H$_2$ + H exchanges one hydrogen atom for another. Consider fixed nuclei on a line, with neighbour distances $r_1$ and $r_2$. For a method $M$, define

$$B_M=\min_R E_M(\mathrm{H_3};R,R)-E_M(\mathrm H)-\min_r E_M(\mathrm{H_2};r).$$

Hartree atomic units are used. Nuclear motion and relativity are left out, so $B_M$ is a classical electronic quantity.

The local spin-density approximation (LSDA) is taken with Perdew–Wang correlation and the exchange energy

$$E_x^{L}=-C\sum_{\sigma}\int n_\sigma^{4/3}\,d^3r,\qquad C=\frac34\left(\frac6\pi\right)^{1/3},$$

where $n_\sigma$ is the density of spin $\sigma$. The reference is full configuration interaction (FCI), which treats correlation completely within a finite orbital basis but keeps the error of that basis. Both methods use the cc-pVTZ basis and their own optimized distances:

| | LSDA | FCI |
|---|---:|---:|
| $r$ in H$_2$ (bohr) | 1.448 | 1.403 |
| $R$ in H$_3$ (bohr) | 1.796 | 1.758 |
| $E$(H) (hartree) | −0.47839 | −0.49981 |
| $E$(H$_2$) (hartree) | −1.13710 | −1.17234 |
| $E$(H$_3$) (hartree) | −1.61958 | −1.65631 |

## (a) What does the symmetric geometry say about the barrier?

**Show that no collinear reaction path can have a barrier below $B_M$, and state when $B_M$ is the barrier itself.**

**Answer.** The reactants have $r_1\gg r_2$ and the products have $r_1\ll r_2$. Along a continuous path, $r_1-r_2$ changes sign, so it vanishes somewhere. At that crossing the geometry is $(R,R)$ for some $R$, and its energy is at least the minimum over $R$. The highest energy on the path, measured from the reactants, is therefore at least $B_M$.

Equality requires a path whose highest point is the lowest symmetric point. That point must then be a maximum along the path, hence a saddle. To examine this, hold the outer atoms fixed and move the middle atom by $d$. Reflection gives $E(R+d,R-d)=E(R-d,R+d)$, so the energy is even in $d$ and has no linear term. For $d=0.15$ bohr the FCI energy changes by $-0.000534$ hartree. It falls, as it should at a saddle. This local result does not trace the whole path, but the lower bound holds without it. Four further FCI points, in the smaller cc-pVDZ basis, have $r_1=2.0$, $2.4$, $3.0$ and $4.0$ bohr with $r_2$ optimized. They lie $0.0154$, $0.0117$, $0.0062$ and $0.0016$ hartree above the reactants, against $0.0163$ at the symmetric point in that basis. No sampled point is higher, which supports calling $B_{\rm FCI}$ the collinear barrier.

## (b) Find the two values of $B$

**Compute $B$ for LSDA and FCI. Is the LSDA energy of H$_3$ itself too low?**

**Answer.** The separated energies, summed before rounding, are $-1.61548$ hartree for LSDA and $-1.67215$ hartree for FCI. Hence

$$B_{\rm LSDA}=-1.61958+1.61548=-0.00410\ \text{hartree}=-0.111\ \text{eV},$$

$$B_{\rm FCI}=-1.65631+1.67215=0.01584\ \text{hartree}=0.431\ \text{eV}.$$

LSDA places symmetric H$_3$ below its own separated reactants, while the reference places it above them.

The LSDA energy of H$_3$ is not too low relative to FCI. It is too high by

$$-1.61958+1.65631=0.03673\ \text{hartree}.$$

For H + H$_2$ the corresponding error is larger:

$$-1.61548+1.67215=0.05667\ \text{hartree}.$$

The barrier is wrong because these errors do not cancel. Their difference, H$_3$ minus reactants, is about $-0.0199$ hartree.

Two possible numerical causes can be examined. At unchanged distances, the aug-cc-pVTZ basis with a finer integration grid gives an LSDA value of $-0.00412$ hartree. A single LSDA calculation with the atom 10 bohr from the molecule differs from the sum of separate energies by only $-0.000007$ hartree. Neither the basis nor the separated reference explains the negative sign.

For FCI, the smaller cc-pVDZ basis gives $0.01621$ hartree at the same distances. The change is small compared with the barrier, which supports the positive sign. It is not a rigorous bound: each FCI energy is variational, but a difference of upper bounds is not itself an upper or lower bound. Nor are all the digits of $0.431$ eV converged: in second-order perturbation theory, going from cc-pVTZ to the larger cc-pVQZ basis at the same distances lowers the barrier by about $0.0003$ hartree, or $0.008$ eV. The FCI barrier shifts by a similar amount: in cc-pVQZ at the same distances it is $0.01548$ hartree, or $0.421$ eV, about $0.010$ eV lower.

## (c) Why can LSDA favour sharing an electron?

**For one electron in a hydrogen 1s density, find the self-repulsion $U_1$ and the LSDA exchange energy $X_1$. Then divide the electron equally among $M$ protons at infinite separation. Neglect LSDA correlation in this part.**

**Answer.** The density is $n=e^{-2r}/\pi$. The charge within radius $r$ is

$$Q(r)=\int_0^r4s^2e^{-2s}\,ds=1-e^{-2r}(1+2r+2r^2).$$

Charge inside $r$ contributes $Q/r$ to the potential, and each outer shell contributes its charge divided by its radius:

$$v(r)=\frac{Q(r)}r+\int_r^\infty4s\,e^{-2s}\,ds .$$

The last integral is $e^{-2r}(1+2r)$. Adding the terms gives

$$v(r)=\frac1r-e^{-2r}\left(1+\frac1r\right).$$

The factor $1/2$ in the self-repulsion prevents double counting:

$$\begin{aligned}
U_1&=\frac12\int n\,v\,d^3r
=2\int_0^\infty e^{-2r}\left[r-e^{-2r}(r^2+r)\right]dr\\
&=2\left[\frac14-\frac1{32}-\frac1{16}\right]=\frac5{16}=0.31250 .
\end{aligned}$$

For exchange, one spin density equals $n$ and the other vanishes:

$$\begin{aligned}
X_1&=-C\,4\pi\,\pi^{-4/3}\int_0^\infty r^2e^{-8r/3}\,dr
=-C\,4\pi^{-1/3}\,\frac{2}{(8/3)^3}\\
&=-\frac34\left(\frac6\pi\right)^{1/3}\frac{27}{64}\pi^{-1/3}
=-\frac{81}{256}\left(\frac6{\pi^2}\right)^{1/3}=-0.26804 .
\end{aligned}$$

Now place density $n/M$ on each proton. Self-repulsion is quadratic in density, so the sites contribute $M\,U_1/M^2=U_1/M$. Repulsion between sites vanishes at infinite separation. Exchange has power $4/3$, so it becomes $M\,X_1/M^{4/3}=X_1/M^{1/3}$. Thus

$$S(M)=\frac{U_1}{M}+\frac{X_1}{M^{1/3}}.$$

For one proton and for two protons,

$$S(1)=0.31250-0.26804=0.04446,$$

$$S(2)=\frac{0.31250}{2}-\frac{0.26804}{2^{1/3}}=-0.05649\ \text{hartree}.$$

Exact exchange for one electron cancels its self-repulsion, so the exact value is zero in both cases. The kinetic energy and nuclear attraction also agree: in an equal superposition of distant 1s orbitals, each site supplies a fraction $1/M$ of the one-atom value. LSDA therefore lowers the energy spuriously by $0.10095$ hartree when the electron is shared by two protons.

The limit of large $M$ is different in size but not in sign. Since

$$S(M)=\frac{1}{M}\left(U_1-|X_1|M^{2/3}\right),$$

$S(M)$ is negative for every integer $M\geq2$, and it approaches zero from below as $M\to\infty$. The spurious gain relative to one proton then approaches $0.04446$ hartree.

This distant-proton model shows a mechanism. It does not give the error at the bond lengths of H$_3$, where densities overlap and change shape.

## (d) Does exchange account for the wrong sign in H$_3$?

**Keep the LSDA orbitals and distances fixed, and replace only LSDA exchange by exact exchange. The changes from H + H$_2$ to H$_3$ are:**

| Energy term | Change (hartree) |
|---|---:|
| Kinetic, nuclear and Hartree, $\Delta G$ | 0.00465 |
| LSDA exchange, $\Delta E_x^L$ | 0.00462 |
| Exact exchange, $\Delta E_x$ | 0.02778 |
| LSDA correlation, $\Delta E_c$ | −0.01336 |

**Find the new barrier. Use the spin-resolved errors below to locate the change.**

**Answer.** The original sum is

$$\Delta G+\Delta E_x^L+\Delta E_c=0.00465+0.00462-0.01336\approx-0.0041.$$

With exact exchange it becomes

$$0.00465+0.02778-0.01336\approx0.0191\ \text{hartree}.$$

The replacement alone restores the positive sign. This is a test at fixed orbitals, not a new self-consistent calculation. The result is also not identical to the reference value, $0.01584$ hartree.

For real orbitals, exact exchange in one spin channel is

$$E_{x,\sigma}=-\frac12\sum_{ij}^{\rm occ}\iint\frac{\phi_i(\mathbf r)\phi_j(\mathbf r)\phi_j(\mathbf r')\phi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

With one occupied orbital, only $i=j$ remains and $E_{x,\sigma}=-U_\sigma$. The exchange error $E_{x,\sigma}^L-E_{x,\sigma}$ then equals $E_{x,\sigma}^L+U_\sigma$, which is pure self-interaction. The errors in hartree are:

| Channel | H | H$_2$ | H$_3$ |
|---|---:|---:|---:|
| Up | 0.04232 | 0.04398 | 0.07309 |
| Down | 0 | 0.04398 | 0.03403 |

Subtracting the reactants gives

$$\text{up: }0.07309-0.04232-0.04398=-0.01321,$$

$$\text{down: }0.03403-0.04398=-0.00995.$$

The total is $-0.02316$ hartree. The last digits depend on the basis: in aug-cc-pVTZ the entries for H and for the up channel of H$_3$ each fall by about $0.0004$ hartree and the total becomes $-0.02324$, while the signs and the new barrier of $0.0191$ hartree remain. LSDA exchange penalizes H$_3$ less than it penalizes the reactants. The down-spin contribution is pure self-interaction, because that channel holds one electron in both H$_2$ and H$_3$. The up-spin channel of H$_3$ holds two electrons, so its error cannot be given that name without a further separation.

The fall in the down-spin error has the sign suggested by part (c). Sharing alone does not fix the error at bonding distances, however: each electron in H$_2$ is shared by two atoms, yet its error slightly exceeds that of H. Density shape matters too. Under uniform compression, $n_\lambda(\mathbf r)=\lambda^3n(\lambda\mathbf r)$, both $U$ and $E_x^L$ are multiplied by $\lambda$, so a positive error grows. A simple model shows the size of this effect. Put one electron in an equal sum of two 1s functions $e^{-\zeta r}$ at the LSDA H$_2$ distance. With $\zeta=0.96$, close to the value that minimizes the LSDA energy of the atom, the error is $0.0383$ hartree, below the model's atomic value of $0.0427$. With $\zeta=1.15$, a little below the value of about $1.17$ that minimizes the LSDA energy of the molecule, it is about $0.0432$ hartree. In this model sharing lowers the error, and compression raises it again to slightly above that of H.

Exact exchange without correlation is not sufficient for an accurate height. At the FCI distances, unrestricted Hartree–Fock gives $0.02797$ hartree, or $0.761$ eV. It has the correct sign but lies $0.01213$ hartree above FCI. Correlation lowers this barrier substantially.

## (e) Is there an LSDA barrier elsewhere on the line?

**A negative $B$ does not exclude a hill before the symmetric geometry. What do the following data establish?**

Moving the middle atom by $0.15$ bohr from the LSDA symmetric optimum changes the energy by $+0.000281$ hartree. Energies relative to LSDA H + H$_2$ at three other geometries are:

| $r_1$ (bohr) | $r_2$ (bohr) | Energy (hartree) |
|---:|---:|---:|
| 2.20 | 1.575 | −0.00344 |
| 2.80 | 1.483 | −0.00268 |
| 3.60 | 1.455 | −0.00217 |

**Answer.** The energy rises when the middle atom moves, whereas the FCI energy fell in part (a). A smaller step of $0.07$ bohr also raises it, by $0.00005$ hartree, so the curvature itself is positive and the rise is not only a higher-order effect. The LSDA point is already the minimum along the symmetric stretch. By reflection symmetry, the symmetric and antisymmetric stretches do not mix at quadratic order. The data therefore indicate a local minimum for collinear motion: LSDA turns the transition state into a bound complex. Bending does not lower the energy either: at fixed neighbour distances, reducing the angle from $180^\circ$ to $160^\circ$ raises the LSDA energy by $0.0009$ hartree.

The three sampled energies are all below the reactants and fall steadily towards the symmetric point, at $-0.00410$ hartree. No barrier appears at these points. Farther out, with $r_2=1.448$ bohr, the energy is $-0.0014$, $-0.0007$ and $-0.0002$ hartree at $r_1=4.5$, $5.5$ and $7.0$ bohr, so it approaches the reactants from below. A finite set of points does not exclude a small feature between them.

## (f) What does this mean for a real reaction?

**State the main limits of the comparison and its consequence for precursor chemistry.**

**Answer.** The accepted classical barrier for H + H$_2$ is roughly $0.4$ eV, in line with the FCI result. Real nuclei also have zero-point energy, which shifts the effective barrier by roughly a few hundredths of an eV, and hydrogen tunnels through the barrier. Neither effect was calculated here. Both belong to the nuclear motion and cannot repair the LSDA electronic surface, whose value of $B$ is about $0.54$ eV below the reference.

For hydrogen transfer in precursor chemistry, this example is a reason to check an LSDA barrier against a method with a better treatment of exchange and correlation. It does not supply a correction for other reactions, because the error depends on how the electron density changes between reactants and transition state.

## Numbers as computed

```
Main basis cc-pVTZ; LSDA = Dirac exchange + Perdew-Wang correlation
LSDA H2 distance: 1.448 bohr
LSDA symmetric H3 neighbour distance: 1.796 bohr
LSDA energy H: -0.47839 hartree
LSDA energy H2: -1.13710 hartree
LSDA energy H + H2: -1.61548 hartree
LSDA energy H3: -1.61958 hartree
LSDA barrier: -0.00410 hartree
LSDA barrier: -0.111 eV
LSDA barrier, aug-cc-pVTZ and finer grid: -0.00412 hartree
LSDA distant H...H2 minus separated sum: -0.000007 hartree
FCI H2 distance: 1.403 bohr
FCI symmetric H3 neighbour distance: 1.758 bohr
FCI energy H: -0.49981 hartree
FCI energy H2: -1.17234 hartree
FCI energy H + H2: -1.67215 hartree
FCI energy H3: -1.65631 hartree
FCI barrier: 0.01584 hartree
FCI barrier: 0.431 eV
FCI barrier, cc-pVDZ at same distances: 0.01621 hartree
UHF barrier at FCI distances: 0.02797 hartree
UHF barrier at FCI distances: 0.761 eV
LSDA barrier minus FCI barrier: -0.01993 hartree
Middle-atom displacement: 0.15 bohr
FCI energy change on displacement: -0.000534 hartree
LSDA energy change on displacement: 0.000281 hartree
Changes from H + H2 to H3, LSDA orbitals:
  one-electron + Hartree + nuclear: 0.00465 hartree
  LSDA exchange: 0.00462 hartree
  exact exchange: 0.02778 hartree
  LSDA correlation: -0.01336 hartree
  barrier with exact exchange + LSDA correlation: 0.01906 hartree
  barrier with exact exchange, no correlation: 0.03242 hartree
Exchange error, LSDA minus exact, per spin channel:
  H, up: 0.04232 hartree
  H2, each spin: 0.04398 hartree
  H3, up (two electrons): 0.07309 hartree
  H3, down (one electron): 0.03403 hartree
  total H3 minus total H + H2: -0.02316 hartree
1s self-repulsion U1: 0.31250 hartree
1s LSDA exchange Ex1: -0.26804 hartree
U + Ex, electron on one proton: 0.04446 hartree
U + Ex, shared by two protons at infinity: -0.05649 hartree
Sharing change in LSDA (exact: zero): -0.10095 hartree
Path decay length a: 0.502 bohr
LSDA path r1=2.20 bohr, r2=1.575 bohr: -0.00344 hartree
LSDA path r1=2.80 bohr, r2=1.483 bohr: -0.00268 hartree
LSDA path r1=3.60 bohr, r2=1.455 bohr: -0.00217 hartree
Highest sampled LSDA path energy: -0.00217 hartree
```
